**Sigma hole of Br2 from atomic multipoles, with ammonia as partner**

The program shows that Br2 has no atomic charges, while its atomic quadrupoles Θ, slightly opposed by its atomic dipoles μ, give a positive cap and a negative belt. Densities are Hartree–Fock/def2-SVP, and atomic moments use the Mulliken partition. It asserts the p-hole formula Θ = (2/5)⟨r²⟩ on a free Br atom, the signs of the potential at cap and belt, and the charge-flow formula against a self-consistent two-site model. It also asserts that the multipole series agrees with density integrals within 6% at 12 Å, and that the long-range laws −3μΘ/R⁴ (end-on) and +3μΘ/(2R⁴) (side-on), with molecular μ and Θ, hold within 3%. At N–Br 2.8 Å the output gives an interaction of −17.8 kJ/mol end-on and +52.0 kJ/mol side-on. The terms that GFN2 retains give −4.4 kJ/mol end-on before damping, out of −21.2 kJ/mol for the series through quadrupole–quadrupole. The GFN1 and GFN2 energy forms are examined with Hartree–Fock moments and round parameters; neither method itself is run.

## Check in Python

```python
"""Halogen bond Br2...NH3: what atomic charges miss and atomic multipoles supply.

Result under test: Br2 has zero atomic charges, so monopole electrostatics
vanishes to first order. Its atomic dipoles mu and traceless quadrupoles
Theta = 1/2 sum q (3 r r - r^2) give a positive cap and a negative belt.
At long range E = -3 mu Theta/R^4 (end-on) and +3 mu Theta/(2 R^4) (side-on).
Reference densities: Hartree-Fock/def2-SVP. Lengths in bohr internally.
"""
import numpy as np
from scipy.constants import physical_constants, N_A
from scipy.linalg import block_diag
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

ANG = 1e-10 / physical_constants["Bohr radius"][0]
KJ = physical_constants["Hartree energy"][0] * N_A / 1000
BASIS = "def2-svp"
bond = 2.28 * ANG
contact = 2.8 * ANG
nh_length, hnh_angle = 1.01 * ANG, np.radians(107.0)


def make_mol(atoms, charge=0):
    return gto.M(atom=atoms, basis=BASIS, unit="Bohr", charge=charge, verbose=0)


def run_hf(mol, eri=None, guess=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    if eri is not None:
        mf._eri = eri
    mf.kernel(guess)
    assert mf.converged
    return mf


def ammonia_atoms(orientation, distance):
    """N faces the outer Br atom; the H atoms point away from Br2."""
    x, y, z = np.eye(3)
    axis, side1, side2 = (z, x, y) if orientation == "end-on" else (x, y, z)
    nitrogen = np.array([0, 0, bond / 2]) + distance * axis
    radius = 2 * nh_length * np.sin(hnh_angle / 2) / np.sqrt(3)
    height = np.sqrt(nh_length**2 - radius**2)
    atoms = [("N", nitrogen.tolist())]
    for k in range(3):
        phi = 2 * np.pi * k / 3
        pos = nitrogen + height * axis
        pos = pos + radius * (np.cos(phi) * side1 + np.sin(phi) * side2)
        atoms.append(("H", pos.tolist()))
    return atoms


def atomic_moments(mol, density):
    """Mulliken-partitioned charge, dipole and traceless quadrupole."""
    overlap, result = mol.intor("int1e_ovlp"), []
    nao = mol.nao
    for atom, (_, _, start, stop) in enumerate(mol.aoslice_by_atom()):
        rows = slice(start, stop)
        center = mol.atom_coord(atom)
        with mol.with_common_origin(center):
            r = mol.intor("int1e_r")
            rr = mol.intor("int1e_rr").reshape(3, 3, nao, nao)
        p = density[rows]
        charge = mol.atom_charge(atom) - np.sum(p * overlap[rows])
        dipole = -np.einsum("ij,xij->x", p, r[:, rows])
        second = -np.einsum("ij,xyij->xy", p, rr[:, :, rows])
        quad = 1.5 * second - 0.5 * np.trace(second) * np.eye(3)
        result.append((center, charge, dipole, quad))
    return result


def potential(mol, density, point):
    """Electrostatic potential of nuclei and the full electron density."""
    dist = np.linalg.norm(mol.atom_coords() - point, axis=1)
    with mol.with_rinv_origin(point):
        electrons = np.sum(density * mol.intor("int1e_rinv"))
    return np.sum(mol.atom_charges() / dist) - electrons


def multipole_potential(moments, point):
    parts = np.zeros(3)
    for center, q, mu, quad in moments:
        r = point - center
        d = np.linalg.norm(r)
        parts += [q / d, mu @ r / d**3, r @ quad @ r / d**5]
    return parts


def pack(density):
    weights = 2 * density - np.diag(np.diag(density))
    return weights[np.tril_indices(len(density))]


def frozen_electrostatics(mol_a, dens_a, mol_b, dens_b):
    """Coulomb energy between two unrelaxed molecular charge densities."""
    both = gto.conc_mol(mol_a, mol_b)
    na, nt = mol_a.nbas, both.nbas
    eri = both.intor("int2e", aosym="s4", shls_slice=(0, na, 0, na, na, nt, na, nt))
    energy = pack(dens_a) @ eri @ pack(dens_b)
    for charge, pos in zip(mol_b.atom_charges(), mol_b.atom_coords()):
        energy += charge * potential(mol_a, dens_a, pos)
    for charge, pos in zip(mol_a.atom_charges(), mol_a.atom_coords()):
        with mol_b.with_rinv_origin(pos):
            energy -= charge * np.sum(dens_b * mol_b.intor("int1e_rinv"))
    return energy


def multipole_energy(moments_a, moments_b, damping_radius=0.0):
    """Terms: qq, q-mu, q-Theta, mu-mu, mu-Theta, Theta-Theta."""
    terms = np.zeros(6)
    for ra, qa, ma, ta in moments_a:
        for rb, qb, mb, tb in moments_b:
            r = ra - rb
            d = np.linalg.norm(r)
            f3 = 1 / (1 + 6 * (damping_radius / d)**3)
            f5 = 1 / (1 + 6 * (damping_radius / d)**4)
            a2, b2 = r @ ta @ r, r @ tb @ r
            mu_quad = -5 * (ma @ r * b2 - mb @ r * a2) / d**7
            mu_quad += 2 * (ma @ tb @ r - mb @ ta @ r) / d**5
            quad_quad = 105 * a2 * b2 / d**9 - 60 * (r @ ta @ tb @ r) / d**7
            quad_quad = (quad_quad + 6 * np.sum(ta * tb) / d**5) / 9
            terms += [qa * qb / d, f3 * (qa * mb @ r - qb * ma @ r) / d**3,
                      f5 * (qa * b2 + qb * a2) / d**5,
                      f5 * (ma @ mb / d**3 - 3 * (ma @ r) * (mb @ r) / d**5),
                      mu_quad, quad_quad]
    return terms


# Free Br atom with equally filled 4p orbitals, then one hole along z.
atom = make_mol([("Br", [0, 0, 0])], charge=-1)
atom_hf = scf.RHF(atom)
average_occ = np.zeros(atom.nao)
average_occ[:15], average_occ[15:18] = 2, 5 / 3
atom_hf.get_occ = lambda mo_energy=None, mo_coeff=None: average_occ
atom_hf.conv_tol = 1e-10
atom_hf.kernel()
assert atom_hf.converged
rr_atom = atom.intor("int1e_rr").reshape(3, 3, atom.nao, atom.nao)
r2_atom = np.einsum("xxij->ij", rr_atom)
p_shell = atom_hf.mo_coeff[:, 15:18]
_, rotation = np.linalg.eigh(p_shell.T @ rr_atom[2, 2] @ p_shell)
p_z = p_shell @ rotation[:, 2]
r2_4p = np.trace(p_shell.T @ r2_atom @ p_shell) / 3
closed = atom_hf.mo_coeff[:, :18]
hole_density = 2 * closed @ closed.T - np.outer(p_z, p_z)
hole_quad = -0.5 * np.sum(hole_density * (3 * rr_atom[2, 2] - r2_atom))
assert abs(hole_quad - 0.4 * r2_4p) < 1e-3

# Isolated bromine molecule and its potential.
br_atoms = [("Br", [0, 0, -bond / 2]), ("Br", [0, 0, bond / 2])]
br_mol = make_mol(br_atoms)
br_hf = run_hf(br_mol)
br_density = br_hf.make_rdm1()
br_moments = atomic_moments(br_mol, br_density)
outer = br_moments[1]
assert max(abs(m[1]) for m in br_moments) < 1e-6
rr_br = br_mol.intor("int1e_rr").reshape(3, 3, br_mol.nao, br_mol.nao)
theta_mol = -0.5 * np.sum(br_density * (2 * rr_br[2, 2] - rr_br[0, 0] - rr_br[1, 1]))
theta_mol += np.sum(br_mol.atom_charges() * br_mol.atom_coords()[:, 2]**2)

print("Level: HF/def2-SVP; Br-Br %.2f A, N-Br %.2f A" % (bond / ANG, contact / ANG))
print("NH3: N-H %.2f A, H-N-H %.1f deg" % (nh_length / ANG, np.degrees(hnh_angle)))
print("Free Br <r^2> of 4p: %.3f a.u.; ideal hole Theta_zz: %.3f a.u." % (r2_4p, hole_quad))
print("Outer Br in Br2: |charge| %.4f e, outward dipole %.4f a.u., Theta_zz %.4f a.u."
      % (abs(outer[1]), outer[2][2], outer[3][2, 2]))
print("Br2 molecular Theta_zz: %.4f a.u." % theta_mol)


def probe(angle):
    a = np.radians(angle)
    return np.array([0, 0, bond / 2]) + contact * np.array([np.sin(a), 0, -np.cos(a)])


print("Potential 2.8 A from outer Br, mE_h/e: density | dipoles | quadrupoles; GFN1 angle factor")
scan = {}
for angle in (180, 150, 120, 90):
    full = potential(br_mol, br_density, probe(angle))
    parts = multipole_potential(br_moments, probe(angle))
    factor = ((1 - np.cos(np.radians(angle))) / 2)**6
    scan[angle] = (full, parts, factor)
    print("  %3d deg: %8.3f | %8.3f | %8.3f; %.4f"
          % (angle, 1e3 * full, 1e3 * parts[1], 1e3 * parts[2], factor))
assert scan[180][0] > 0 > scan[90][0]
assert scan[180][1][2] > 0 > scan[90][1][2]
node = brentq(lambda a: potential(br_mol, br_density, probe(a)), 90, 180, xtol=1e-6)
print("Density potential changes sign at %.1f deg" % node)

# Shape of the geometric correction with round parameters.
r0_xb, c_xb = 2.3, 0.4


def radial_correction(distance):
    x = (r0_xb / distance)**6
    return (x * x - c_xb * x) / (1 + x * x)


r_min = minimize_scalar(radial_correction, bounds=(2.3, 5), method="bounded",
                        options={"xatol": 1e-9}).x
r_formula = r0_xb * ((np.sqrt(1 + c_xb**2) - 1) / c_xb)**(-1 / 6)
assert abs(r_min - r_formula) < 1e-4
tail_xb = -np.log2(radial_correction(60) / radial_correction(30))
assert abs(tail_xb - 6) < 1e-3
print("GFN1 form, r0 %.1f A, c %.1f: minimum %.3f A, depth/k %.4f, tail power %.3f"
      % (r0_xb, c_xb, r_min, radial_correction(r_min), tail_xb))

# Round parameters of the monopole two-site bond and of multipole damping.
hopping, hubbard, damp_radius = 0.10, 0.30, 4.0
gamma = 1 / np.sqrt(bond**2 + 1 / hubbard**2)
print("Two-site model: t %.2f E_h, U %.2f E_h, gamma %.4f E_h; damping R0 %.1f bohr"
      % (hopping, hubbard, gamma, damp_radius))


def charge_flow(v_inner, v_outer):
    """Self-consistent two-site energy in an outside potential."""
    charges = np.zeros(2)
    outside = np.array([v_inner, v_outer])
    kernel = np.array([[hubbard, gamma], [gamma, hubbard]])
    for _ in range(300):
        ham = np.diag(-(outside + kernel @ charges)) - hopping * np.array([[0, 1], [1, 0]])
        vector = np.linalg.eigh(ham)[1][:, 0]
        charges = 0.6 * charges + 0.4 * (1 - 2 * vector**2)
    energy = -4 * hopping * vector[0] * vector[1] + 2 * hopping
    return energy + charges @ outside + 0.5 * charges @ kernel @ charges


def contact_energies(nh_mol, nh_hf, nh_atoms, electrostatic):
    """Counterpoise-corrected interaction and frozen-orbital repulsion."""
    pair = make_mol(br_atoms + nh_atoms)
    eri = pair.intor("int2e", aosym="s8")
    nh_density = nh_hf.make_rdm1()
    pair_hf = run_hf(pair, eri, block_diag(br_density, nh_density))
    ghost_nh = [("ghost-" + s, pos) for s, pos in nh_atoms]
    ghost_br = [("ghost-" + s, pos) for s, pos in br_atoms]
    br_cp = run_hf(make_mol(br_atoms + ghost_nh), eri,
                   block_diag(br_density, np.zeros_like(nh_density)))
    nh_cp = run_hf(make_mol(ghost_br + nh_atoms), eri,
                   block_diag(np.zeros_like(br_density), nh_density))
    total = pair_hf.e_tot - br_cp.e_tot - nh_cp.e_tot
    occ = block_diag(br_hf.mo_coeff[:, br_hf.mo_occ > 0], nh_hf.mo_coeff[:, nh_hf.mo_occ > 0])
    metric = occ.T @ pair.intor("int1e_ovlp") @ occ
    frozen_density = 2 * occ @ np.linalg.solve(metric, occ.T)
    frozen = pair_hf.energy_tot(frozen_density) - br_hf.e_tot - nh_hf.e_tot
    return total, frozen - electrostatic, total - frozen


totals = {}
for orientation, direction, prefactor in (("end-on", 2, -3.0), ("side-on", 0, 1.5)):
    nh_atoms = ammonia_atoms(orientation, contact)
    nh_mol = make_mol(nh_atoms)
    nh_hf = run_hf(nh_mol)
    nh_density = nh_hf.make_rdm1()
    nh_moments = atomic_moments(nh_mol, nh_density)
    mu_total = sum(q * pos + mu for pos, q, mu, _ in nh_moments)[direction]
    if orientation == "end-on":
        print("NH3: N charge %.4f e, N dipole %.4f a.u., total dipole %.4f a.u."
              % (nh_moments[0][1], nh_moments[0][2][direction], mu_total))
    es_contact = frozen_electrostatics(br_mol, br_density, nh_mol, nh_density)
    total, exchange, relaxation = contact_energies(nh_mol, nh_hf, nh_atoms, es_contact)
    totals[orientation] = total
    assert exchange > 0
    if orientation == "end-on":
        assert total < 0 and es_contact < 0 and relaxation < 0

    terms = multipole_energy(br_moments, nh_moments)
    damped = multipole_energy(br_moments, nh_moments, damp_radius)
    no_quad = [(pos, q, mu, 0 * quad) for pos, q, mu, quad in br_moments]
    without = multipole_energy(no_quad, nh_moments)
    assert abs(terms[0]) * KJ < 1e-3

    site_v = [sum(q / np.linalg.norm(pos - site) for pos, q, _, _ in nh_moments)
              for site in br_mol.atom_coords()]
    flow = charge_flow(*site_v)
    flow_formula = -(site_v[0] - site_v[1])**2 / (4 * (hopping + hubbard - gamma))
    assert flow < 0 and abs(flow / flow_formula - 1) < 0.01

    far_mol = make_mol(ammonia_atoms(orientation, 12 * ANG))
    far_exact = frozen_electrostatics(br_mol, br_density, far_mol, nh_density)
    far_terms = multipole_energy(br_moments, atomic_moments(far_mol, nh_density))
    assert abs(far_terms.sum() / far_exact - 1) < 0.06

    scaled, far_energy = [], []
    for distance in (30 * ANG, 60 * ANG):
        mol = make_mol(ammonia_atoms(orientation, distance))
        energy = frozen_electrostatics(br_mol, br_density, mol, nh_density)
        center_distance = np.linalg.norm(mol.atom_coord(0))
        scaled.append(energy * center_distance**4)
        far_energy.append((energy, center_distance))
    limit = 2 * scaled[1] - scaled[0]
    law = prefactor * mu_total * theta_mol
    assert abs(limit / law - 1) < 0.03
    (e1, d1), (e2, d2) = far_energy
    power = -np.log(e2 / e1) / np.log(d2 / d1)

    print("%s, contact energies in kJ/mol:" % orientation.upper())
    print("  HF interaction, counterpoise corrected: %.3f" % (KJ * total))
    print("  frozen electrostatics %.3f, exchange repulsion %.3f, relaxation %.3f"
          % (KJ * es_contact, KJ * exchange, KJ * relaxation))
    print("  interaction without frozen electrostatics: %.3f" % (KJ * (total - es_contact)))
    print("  monopole first order %.4f, monopole charge flow %.4f"
          % (KJ * abs(terms[0]), KJ * flow))
    print("  q-mu %.3f, q-Theta %.3f, mu-mu %.3f" % tuple(KJ * terms[1:4]))
    print("  mu-Theta %.3f, Theta-Theta %.3f" % tuple(KJ * terms[4:]))
    print("  GFN2 set undamped %.3f, damped %.3f; undamped without Br Theta %.3f"
          % (KJ * terms[:4].sum(), KJ * damped[:4].sum(), KJ * without[:4].sum()))
    print("  all multipole terms, undamped: %.3f" % (KJ * terms.sum()))
    print("  at 12 A: density %.5f, all multipoles %.5f, GFN2 set %.5f"
          % (KJ * far_exact, KJ * far_terms.sum(), KJ * far_terms[:4].sum()))
    print("  R^4 E limit %.4f a.u., dipole-quadrupole law %.4f a.u., power 30-60 A %.3f"
          % (limit, law, power))

assert totals["end-on"] < totals["side-on"]
print("End-on preference over side-on: %.3f kJ/mol"
      % (KJ * (totals["side-on"] - totals["end-on"])))
print("all assertions hold")
```

Printed output:

```
Level: HF/def2-SVP; Br-Br 2.28 A, N-Br 2.80 A
NH3: N-H 1.01 A, H-N-H 107.0 deg
Free Br <r^2> of 4p: 5.171 a.u.; ideal hole Theta_zz: 2.068 a.u.
Outer Br in Br2: |charge| 0.0000 e, outward dipole -0.0861 a.u., Theta_zz 2.2784 a.u.
Br2 molecular Theta_zz: 3.8154 a.u.
Potential 2.8 A from outer Br, mE_h/e: density | dipoles | quadrupoles; GFN1 angle factor
  180 deg:   16.656 |   -2.140 |   17.956; 1.0000
  150 deg:   10.690 |   -1.703 |   12.119; 0.6597
  120 deg:   -0.611 |   -0.501 |    0.231; 0.1780
   90 deg:   -5.621 |    1.167 |   -6.987; 0.0156
Density potential changes sign at 121.9 deg
GFN1 form, r0 2.3 A, c 0.4: minimum 3.027 A, depth/k -0.0385, tail power 6.000
Two-site model: t 0.10 E_h, U 0.30 E_h, gamma 0.1836 E_h; damping R0 4.0 bohr
NH3: N charge -0.3077 e, N dipole 0.3631 a.u., total dipole 0.6982 a.u.
END-ON, contact energies in kJ/mol:
  HF interaction, counterpoise corrected: -17.774
  frozen electrostatics -42.499, exchange repulsion 43.786, relaxation -19.061
  interaction without frozen electrostatics: 24.725
  monopole first order 0.0000, monopole charge flow -0.1219
  q-mu 0.652, q-Theta -6.357, mu-mu 1.279
  mu-Theta -11.949, Theta-Theta -4.779
  GFN2 set undamped -4.427, damped -0.958; undamped without Br Theta 1.931
  all multipole terms, undamped: -21.155
  at 12 A: density -0.07122, all multipoles -0.06964, GFN2 set -0.01274
  R^4 E limit -7.9407 a.u., dipole-quadrupole law -7.9920 a.u., power 30-60 A 4.070
SIDE-ON, contact energies in kJ/mol:
  HF interaction, counterpoise corrected: 52.047
  frozen electrostatics -23.166, exchange repulsion 80.809, relaxation -5.597
  interaction without frozen electrostatics: 75.213
  monopole first order 0.0000, monopole charge flow -0.0740
  q-mu -0.272, q-Theta 2.046, mu-mu -0.545
  mu-Theta 3.900, Theta-Theta 1.573
  GFN2 set undamped 1.229, damped -0.409; undamped without Br Theta -0.816
  all multipole terms, undamped: 6.702
  at 12 A: density 0.04024, all multipoles 0.04002, GFN2 set 0.00679
  R^4 E limit 4.0519 a.u., dipole-quadrupole law 3.9960 a.u., power 30-60 A 4.029
End-on preference over side-on: 69.821 kJ/mol
all assertions hold
```
